# Why Clustered Boron Peaks Stay Put While Their Tails Diffuse: verification in Python

```python
"""
Result under test: local mass action for boron-interstitial clusters makes
a concentrated boron peak nearly immobile while its dilute tail diffuses.
  S  substitutional boron       p  holes       ni intrinsic carrier density
  a  = S*p/ni boron activity    s  interstitial supersaturation
  Q  = K*s**m*a**n clusters, each with n boron atoms and m interstitials
  C  = S + n*Q total boron      dC/dt = D * d2(s*a)/dx2
Units: concentration 1e18 cm^-3, length nm, time s.
All material parameters are round model values.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize

D = 5.0e-3
NI = 2.0
S_BULK, S_SURF, S_LENGTH = 1000.0, 500.0, 50.0
PEAK, DEPTH, SIGMA = 100.0, 100.0, 30.0
TIME = 300.0
A0 = 2.0          # activity at which clustered boron equals a, for s=S_BULK
N_B, M_I = 3, 1
K = 1.0 / (N_B * S_BULK**M_I * A0**(N_B - 1))
CLUSTER = (N_B, M_I, K, NI)
INTRINSIC = 1.0e12  # carrier density so large that boron cannot alter p


def substitutional(a, ni):
    return a / np.sqrt(1 + a / ni)


def clustered(a, s, par):
    n, m, k, _ = par
    return n * k * s**m * a**n


def total(a, s, par):
    return substitutional(a, par[3]) + clustered(a, s, par)


def capacity(a, s, par):
    n, m, k, ni = par
    return ((1 + a / (2 * ni)) / (1 + a / ni)**1.5
            + n**2 * k * s**m * a**(n - 1))


def activity(c, s, par):
    """Invert the total boron concentration by bisection in log(a)."""
    c = np.asarray(c, dtype=float)
    lo = np.full(c.shape, -300.0)
    hi = np.full(c.shape, np.log(1.0e8))
    for _ in range(75):
        mid = (lo + hi) / 2
        low = total(np.exp(mid), s, par) < c
        lo = np.where(low, mid, lo)
        hi = np.where(low, hi, mid)
    return np.exp((lo + hi) / 2)


def laplacian(u, dx):
    flux = np.diff(u) / dx
    return (np.append(flux, 0.0) - np.append(0.0, flux)) / dx


def anneal(c0, s, par, time, dx):
    """Return final activity and total boron, with closed boundaries."""
    def rate(t, a):
        return D * laplacian(s * a, dx) / capacity(a, s, par)
    sol = solve_ivp(rate, (0, time), activity(c0, s, par), method="LSODA",
                    t_eval=[time], rtol=1e-7, atol=1e-9, lband=1, uband=1)
    assert sol.success
    a = sol.y[:, -1]
    c = total(a, s, par)
    assert abs(c.sum() / c0.sum() - 1) < 1e-4
    return a, c


def grid(length, dx):
    x = (np.arange(int(round(length / dx))) + 0.5) * dx
    s = S_BULK - (S_BULK - S_SURF) * np.exp(-x / S_LENGTH)
    c = PEAK * np.exp(-(x - DEPTH)**2 / (2 * SIGMA**2))
    return x, s, c


def contour(x, c, level):
    """Deepest crossing of a concentration level."""
    i = np.where(c >= level)[0][-1]
    return x[i] + (x[i + 1] - x[i]) * np.log(c[i] / level) / np.log(
        c[i] / c[i + 1])


def kinetic(c0, s, dx, cluster_rate):
    """Explicit mobile pairs, immobile substitutional boron and clusters."""
    pair_constant = 1.0e-6
    pair_diffusivity = D / pair_constant
    pair_range = 1.0
    pair_rate = pair_diffusivity / pair_range**2
    a = activity(c0, s, CLUSTER)
    start = np.stack([substitutional(a, NI), pair_constant * s * a,
                      clustered(a, s, CLUSTER) / N_B], axis=1)

    def rate(t, y):
        sub, pair, clus = y.reshape(-1, 3).T
        holes = (sub + np.sqrt(sub**2 + 4 * NI**2)) / 2
        act = sub * holes / NI
        pairing = pair_rate * (pair_constant * s * act - pair)
        growth = cluster_rate * (K * s**M_I * act**N_B - clus)
        return np.stack([-pairing - N_B * growth,
                         pair_diffusivity * laplacian(pair, dx) + pairing,
                         growth], axis=1).ravel()
    sol = solve_ivp(rate, (0, TIME), start.ravel(), method="LSODA",
                    t_eval=[TIME], rtol=1e-6, atol=1e-9, lband=3, uband=3)
    assert sol.success
    sub, pair, clus = sol.y[:, -1].reshape(-1, 3).T
    return sub + pair + N_B * clus


# Mass action and the hole factor from direct free-energy minimization.
def free_energy(v):
    sub, electrons = np.exp(v)
    if sub >= PEAK:
        return 1.0e9
    holes, q = sub + electrons, (PEAK - sub) / N_B
    return (sub * (np.log(sub) - 1) + holes * (np.log(holes / NI) - 1)
            + electrons * (np.log(electrons / NI) - 1)
            + q * (np.log(q / (K * S_BULK**M_I)) - 1))


best = minimize(free_energy, np.log([10.0, 1.0]), method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-13, maxiter=4000,
                             maxfev=8000))
a_peak = float(activity(PEAK, S_BULK, CLUSTER))
s_peak = float(substitutional(a_peak, NI))
assert abs(np.exp(best.x[0]) / s_peak - 1) < 1e-4

# Local diffusivity from numerical inversion, against its closed form.
levels = np.array([0.1, 1.0, 10.0, 100.0])


def relative_diffusivity(c, par):
    h = 1e-4 * c
    return (activity(c + h, S_BULK, par)
            - activity(c - h, S_BULK, par)) / (2 * h)


d_rel = relative_diffusivity(levels, CLUSTER)
a_levels = activity(levels, S_BULK, CLUSTER)
assert np.allclose(d_rel, 1 / capacity(a_levels, S_BULK, CLUSTER), rtol=1e-5)
par_i = (N_B, M_I, K, INTRINSIC)
a_i = activity(levels, S_BULK, par_i)
f_i = clustered(a_i, S_BULK, par_i) / levels
assert np.allclose(relative_diffusivity(levels, par_i),
                   (1 - f_i) / (1 + (N_B - 1) * f_i), rtol=1e-5)

# Single-boron traps with the same trapped fraction at the initial peak.
K_SINGLE = N_B * K * a_peak**(N_B - 1)
SINGLE = (1, M_I, K_SINGLE, NI)
d_single = relative_diffusivity(np.geomspace(0.01, 100, 40), SINGLE)
assert np.all(np.diff(d_single) > 0)

# Response of the peak's diffusion potential s*a to supersaturation.
responses = []
for m in (1, 3, 4):
    par = (N_B, m, K * S_BULK**(M_I - m), NI)
    hi_s, lo_s = S_BULK * 1.001, S_BULK * 0.999
    response = np.log(hi_s * activity(PEAK, hi_s, par)
                      / (lo_s * activity(PEAK, lo_s, par))) / np.log(
                          hi_s / lo_s)
    formula = 1 - m * clustered(a_peak, S_BULK, par) / (
        a_peak * capacity(a_peak, S_BULK, par))
    assert abs(response - formula) < 1e-4
    assert abs(response - (1 - m / N_B)) < 0.03
    responses.append(float(response))

# Solver against the Gaussian solution for intrinsic single-boron traps.
dx = 2.0
x, s, c0 = grid(1200.0, dx)
s_flat = np.full_like(x, S_BULK)
g0 = PEAK * np.exp(-(x - 600)**2 / (2 * SIGMA**2))
trap_ratio = 3.0
_, g = anneal(g0, s_flat, (1, 1, trap_ratio / S_BULK, INTRINSIC), TIME, dx)
variance = SIGMA**2 + 2 * D * S_BULK * TIME / (1 + trap_ratio)
g_exact = PEAK * SIGMA / np.sqrt(variance) * np.exp(
    -(x - 600)**2 / (2 * variance))
assert np.max(abs(g - g_exact)) < 2e-3 * g_exact.max()

# Main anneal and controls.
a1, c1 = anneal(c0, s, CLUSTER, TIME, dx)
_, c_flat = anneal(c0, s_flat, CLUSTER, TIME, dx)
_, c_single = anneal(c0, s, SINGLE, TIME, dx)
_, c_free = anneal(c0, s, (N_B, M_I, 0.0, NI), TIME, dx)
_, c_free_i = anneal(c0, s, (N_B, M_I, 0.0, INTRINSIC), TIME, dx)
_, c_long = anneal(c0, s, CLUSTER, 10 * TIME, dx)


def kept(c):
    return float(np.interp(DEPTH, x, c) / np.interp(DEPTH, x, c0))


HIGH, LOW = 50.0, 0.1


def shift(c, level):
    return float(contour(x, c, level) - contour(x, c0, level))


assert kept(c1) > 0.9 and abs(shift(c1, HIGH)) < 5 and shift(c1, LOW) > 40
assert kept(c_flat) > 0.9 and shift(c_flat, LOW) > 40
assert abs(shift(c_flat, LOW) - shift(c1, LOW)) < 10
assert kept(c_single) < kept(c1)
assert shift(c_single, LOW) < 0.4 * shift(c1, LOW)
assert kept(c_free) < 0.6 and kept(c_free_i) < 0.6
assert kept(c_long) < kept(c1) - 0.05

# Initial loss rate at the peak, from a short anneal at uniform s.
short = 20.0
_, c_short = anneal(c0, s_flat, CLUSTER, short, dx)
loss_rate = (1 - kept(c_short)) / short
d_peak = D * S_BULK * float(d_rel[-1])
assert abs(loss_rate / (d_peak / SIGMA**2) - 1) < 0.03

# Reduced equation against explicit pair and cluster kinetics.
dx4 = 4.0
x4, s4, c04 = grid(600.0, dx4)
_, c4 = anneal(c04, s4, CLUSTER, TIME, dx4)
assert abs(contour(x4, c4, LOW) - contour(x, c1, LOW)) < 1.0
errors = []
for exchange in (0.01, 1.0):
    ck = kinetic(c04, s4, dx4, exchange)
    errors.append(float(np.sum(abs(ck - c4)) / np.sum(c4)))
assert errors[1] < 0.01 and errors[1] < 0.5 * errors[0]

# Where loss changes to gain on the deep side of the peak.
i = np.where((x > DEPTH) & (c1 > c0))[0][0]
gap0, gap1 = c1[i - 1] - c0[i - 1], c1[i] - c0[i]
assert gap0 <= 0 < gap1
weight = -gap0 / (gap1 - gap0)
x_pivot = x[i - 1] + weight * dx
c_pivot = c1[i - 1] + weight * (c1[i] - c1[i - 1])

dose = c0.sum() * dx * 1e11
stored = M_I / N_B * clustered(a1, s, CLUSTER).sum() * dx * 1e11

print("Concentration unit U = 1e18 cm^-3")
print(f"D = {D:.3e} nm^2/s; ni = {NI:.1f} U; anneal = {TIME:.0f} s")
print(f"s: surface {S_SURF:.0f}, deep {S_BULK:.0f}, length {S_LENGTH:.0f} nm")
print(f"implant: peak {PEAK:.0f} U, depth {DEPTH:.0f} nm, sigma {SIGMA:.0f} nm")
print(f"cluster: n = {N_B}, m = {M_I}, K = {K:.4e} U^-2; a0 = {A0:.1f} U")
print(f"boron dose = {dose:.3e} cm^-2")
print(f"peak at deep s: activity {a_peak:.3f} U, substitutional {s_peak:.3f} U")
print(f"peak clustered fraction at deep s = {1 - s_peak / PEAK:.4f}")
for c, d in zip(levels, d_rel):
    print(f"C = {c:5.1f} U: D_eff/(D s) = {d:.4f}")
print(f"dilute D s = {D * S_BULK:.3f} nm^2/s; peak D_eff = {d_peak:.4f} nm^2/s")
print(f"initial peak loss time sigma^2/D_eff = {SIGMA**2 / d_peak:.0f} s")
print(f"loss time from short anneal = {1 / loss_rate:.0f} s")
print(f"same time scale with dilute D s = {SIGMA**2 / (D * S_BULK):.0f} s")
for m, r in zip((1, 3, 4), responses):
    print(f"m = {m}: d ln(s a)/d ln s at peak = {r:.4f}")
print("depth nm | initial U | final U | final substitutional U")
sub1 = substitutional(a1, NI)
for z in (1, 51, 101, 151, 201, 251, 301):
    j = int(np.argmin(abs(x - z)))
    print(f"{x[j]:.0f} | {c0[j]:.3e} | {c1[j]:.3e} | {sub1[j]:.3e}")
print(f"loss-to-gain crossing: {x_pivot:.1f} nm, {c_pivot:.2f} U")
for level in (HIGH, LOW):
    print(f"{level:.1f} U contour: {contour(x, c0, level):.1f} to "
          f"{contour(x, c1, level):.1f} nm, shift {shift(c1, level):.1f} nm")
print(f"interstitials in clusters after anneal = {stored:.3e} cm^-2")
print("Retention at 100 nm and shift of 0.1 U contour:")
for name, c in (("clusters, varying s", c1), ("clusters, uniform s", c_flat),
                ("single-boron traps", c_single), ("no clusters", c_free),
                ("no clusters, intrinsic", c_free_i)):
    print(f"{name}: {kept(c):.4f}, {shift(c, LOW):.1f} nm")
print(f"single-boron traps: {HIGH:.0f} U shift = {shift(c_single, HIGH):.1f} nm")
print(f"single-boron traps: dilute D_eff/(D s) = {d_single[0]:.4f}")
print(f"single-boron traps: peak D_eff/(D s) = {d_single[-1]:.4f}")
print(f"final surface boron, uniform s = {c_flat[0]:.3f} U")
print(f"clusters after {10 * TIME:.0f} s: retention = {kept(c_long):.4f}")
for exchange, error in zip((0.01, 1.0), errors):
    print(f"cluster exchange {exchange:.2f} /s: profile error = {error:.2e}")
print("done: every assertion held")
```

It prints:

```
Concentration unit U = 1e18 cm^-3
D = 5.000e-03 nm^2/s; ni = 2.0 U; anneal = 300 s
s: surface 500, deep 1000, length 50 nm
implant: peak 100 U, depth 100 nm, sigma 30 nm
cluster: n = 3, m = 1, K = 8.3333e-05 U^-2; a0 = 2.0 U
boron dose = 7.517e+14 cm^-2
peak at deep s: activity 7.284 U, substitutional 3.381 U
peak clustered fraction at deep s = 0.9662
C =   0.1 U: D_eff/(D s) = 1.0422
C =   1.0 U: D_eff/(D s) = 0.7295
C =  10.0 U: D_eff/(D s) = 0.1249
C = 100.0 U: D_eff/(D s) = 0.0250
dilute D s = 5.000 nm^2/s; peak D_eff = 0.1248 nm^2/s
initial peak loss time sigma^2/D_eff = 7214 s
loss time from short anneal = 7219 s
same time scale with dilute D s = 180 s
m = 1: d ln(s a)/d ln s at peak = 0.6690
m = 3: d ln(s a)/d ln s at peak = 0.0070
m = 4: d ln(s a)/d ln s at peak = -0.3239
depth nm | initial U | final U | final substitutional U
1 | 4.318e-01 | 5.193e+00 | 1.881e+00
51 | 2.635e+01 | 2.642e+01 | 2.631e+00
101 | 9.994e+01 | 9.579e+01 | 3.397e+00
151 | 2.357e+01 | 2.342e+01 | 2.464e+00
201 | 3.457e-01 | 1.881e+00 | 1.110e+00
251 | 3.153e-04 | 3.859e-01 | 3.694e-01
301 | 1.788e-08 | 6.518e-02 | 6.511e-02
loss-to-gain crossing: 152.4 nm, 21.83 U
50.0 U contour: 135.3 to 134.3 nm, shift -1.0 nm
0.1 U contour: 211.5 to 290.5 nm, shift 79.0 nm
interstitials in clusters after anneal = 2.323e+14 cm^-2
Retention at 100 nm and shift of 0.1 U contour:
clusters, varying s: 0.9585, 79.0 nm
clusters, uniform s: 0.9587, 79.4 nm
single-boron traps: 0.8962, 11.4 nm
no clusters: 0.2231, 288.4 nm
no clusters, intrinsic: 0.4862, 107.1 nm
single-boron traps: 50 U shift = 0.9 nm
single-boron traps: dilute D_eff/(D s) = 0.0701
single-boron traps: peak D_eff/(D s) = 0.0738
final surface boron, uniform s = 4.402 U
clusters after 3000 s: retention = 0.6439
cluster exchange 0.01 /s: profile error = 3.56e-03
cluster exchange 1.00 /s: profile error = 1.64e-04
done: every assertion held
```
